# The Diamagnetic Energy of a Dirac Electron from Negative-Energy States, part 2

One electron moves in a static potential $V(\mathbf r)$ and a static, real vector potential $\mathbf A(\mathbf r)$. Atomic units are used, with electron charge $-1$ and kinetic momentum $\mathbf p+\mathbf A$. The Dirac operator is

$$h=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2+V=h_0+W,\qquad W=c\,\boldsymbol\alpha\cdot\mathbf A .$$

$$\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \psi=\begin{pmatrix}\psi_L\\ \psi_S\end{pmatrix}.$$

For large $c$, eliminating the small component $\psi_S$ gives the Pauli Hamiltonian

$$H_P=\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2+V=\tfrac12p^2+V+\tfrac12\{\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf p\}+\tfrac12A^2 ,$$

with $\boldsymbol\pi=\mathbf p+\mathbf A$ and braces for the anticommutator.

The normalized state $\psi$ is the lowest positive-energy state of $h_0$, with energy $E=c^2+\varepsilon$. Its second-order energy is $S_++S_-$, split by the sign of the intermediate energies $E_n$:

$$S_\pm=\sum_{n\in\pm}\frac{|\langle n|W|\psi\rangle|^2}{E-E_n}.$$

$S_+$ omits the level of $\psi$. The projector $P_+$ on positive-energy states includes $\psi$.

Let $\chi=\boldsymbol\alpha\cdot\mathbf A\,\psi$, so that $\|\chi\|^2=\langle A^2\rangle$. For negative-energy states, $E-E_n=2c^2+\Delta_n$, with $\Delta_n=\varepsilon+T_n$ and $T_n=-(E_n+c^2)\ge0$. The closure estimate in (c) replaces these denominators by $2c^2$ and extends the sum to all states by completeness, giving $\tfrac12\langle A^2\rangle$. The exact identity is

$$S_-=\tfrac12\langle A^2\rangle-\tfrac12\|P_+\chi\|^2-\tfrac12\sum_{n\in-}|\langle n|\chi\rangle|^2\frac{\Delta_n}{2c^2+\Delta_n}.\tag{1}$$

The second term is the closure error, the third the denominator error. Bounds in (e) give

$$\boxed{\,S_-=\tfrac12\langle\psi|A^2|\psi\rangle+O(c^{-2})\,}\tag{2}$$

They require $V\le0$, bounded $\varepsilon$, $\chi$ in the domain of $h_0$, and bounded norms of $\boldsymbol\sigma\cdot\mathbf A\,\psi_L$, $V\boldsymbol\sigma\cdot\mathbf A\,\psi_L$ and $\boldsymbol\sigma\cdot\mathbf p\;\boldsymbol\sigma\cdot\mathbf A\,\psi_L$; with $\psi_S$ instead, these norms must be $O(1/c)$.

Below, $Z$ is the nuclear charge, $\varepsilon_m$ is the nonrelativistic energy of state $\varphi_m$, and the $m$ in $2mc^2$ is the electron mass.

The task in (g) is: *Evaluate the two error terms of (1) at order $c^{-2}$ in terms of the nonrelativistic state $\varphi$, the limit of $\psi_L$.*

**Solution.** This is a formal expansion in $1/c$, for states and potentials regular enough that the expectation values below exist.

A positive-energy state $m$ has large component $\varphi_m$ and small component $\boldsymbol\sigma\cdot\mathbf p\,\varphi_m/(2c)$ at leading order. The state $\psi$ has the same structure. The overlap with $\chi$ collects one contribution from each row:

$$\langle m|\chi\rangle\approx\frac1{2c}\langle\varphi_m|\boldsymbol\sigma\cdot\mathbf A\,\boldsymbol\sigma\cdot\mathbf p|\varphi\rangle+\frac1{2c}\langle\boldsymbol\sigma\cdot\mathbf p\,\varphi_m|\boldsymbol\sigma\cdot\mathbf A\,\varphi\rangle=\frac{1}{2c}\langle\varphi_m|\{\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf p\}|\varphi\rangle .\tag{3}$$

The states $\varphi_m$ are complete in the two-component space, so

$$\|P_+\chi\|^2\approx\frac1{4c^2}\big\|\{\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf p\}\varphi\big\|^2 .$$

For a negative-energy state with upper component $u$ and lower component $w$, the upper row is $(E_n-c^2-V)u=c\,\boldsymbol\sigma\cdot\mathbf p\,w$. Its bracket is close to $-2c^2$, so $u\approx-\boldsymbol\sigma\cdot\mathbf p\,w/(2c)$. The lower row, $c\,\boldsymbol\sigma\cdot\mathbf p\,u+(V-c^2)w=E_nw$, then becomes

$$\big(\tfrac12p^2-V\big)w=T_nw .$$

This is the Schrödinger equation of a particle of opposite charge, which the nucleus repels. At leading order the overlap with $\chi$ is $\langle w|\xi\rangle$, where $\xi=\boldsymbol\sigma\cdot\mathbf A\,\varphi$. Hence

$$\sum_{n\in-}\Delta_n|\langle n|\chi\rangle|^2\approx\langle\xi|\varepsilon+\tfrac12p^2-V|\xi\rangle .$$

In the last term of (1) the denominator may now be set to $2c^2$. The expectation value $\langle A^2\rangle$ is still taken in the four-component state $\psi$; only the two corrections are evaluated with $\varphi$. The result is

$$S_-\approx\tfrac12\langle A^2\rangle-\frac{\|\{\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf p\}\varphi\|^2}{8c^2}-\frac{\langle\xi|\varepsilon+\frac12p^2-V|\xi\rangle}{4c^2}.\tag{4}$$

### (h) The positive-energy states and a gauge test

*What does $S_+$ contribute at leading order? Check the balance of the two parts for a constant potential $\mathbf A=\mathbf a$.*

**Solution.** Multiplying (3) by $c$ gives the matrix element of $W$ between positive-energy states:

$$\langle m|W|\psi\rangle\approx\langle\varphi_m|\tfrac12\{\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf p\}|\varphi\rangle .$$

To expand the anticommutator, use the product rule for Pauli matrices:

$$\{\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf p\}=\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf p+\mathbf p\times\mathbf A).$$

Acting on a function, $\mathbf p\times(\mathbf A\varphi)=-i(\nabla\times\mathbf A)\varphi-\mathbf A\times\mathbf p\,\varphi$. The last bracket is therefore $-i\mathbf B$, where $\mathbf B=\nabla\times\mathbf A$. In the gauge $\nabla\cdot\mathbf A=0$ the first two terms are equal, so

$$\tfrac12\{\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf p\}=\mathbf A\cdot\mathbf p+\tfrac12\boldsymbol\sigma\cdot\mathbf B .$$

This is the linear, paramagnetic part of the Pauli Hamiltonian. At leading order $S_+$ is its second-order energy, and $S_-$ is the first-order energy of $\frac12A^2$. Together they give the full energy of $H_P$ quadratic in $\mathbf A$.

A constant potential has no magnetic field. Because $e^{-i\mathbf a\cdot\mathbf r}\,\mathbf p\,e^{i\mathbf a\cdot\mathbf r}=\mathbf p+\mathbf a$, the operator $h$ is unitarily equivalent to $h_0$, and the energy does not depend on $\mathbf a$. Hence $S_++S_-=0$ at any $c$.

The leading values show how this comes about. By (2), $S_-\to\frac12a^2$. For $S_+$ let $H=\frac12p^2+V$ and $X=\mathbf a\cdot\mathbf r$. Since $[H,X]=-i\mathbf a\cdot\mathbf p$,

$$\langle\varphi_m|\mathbf a\cdot\mathbf p|\varphi\rangle=i(\varepsilon_m-\varepsilon)\langle\varphi_m|X|\varphi\rangle .$$

One power of the energy difference cancels the denominator:

$$S_+\to-\sum_m(\varepsilon_m-\varepsilon)|\langle\varphi_m|X|\varphi\rangle|^2=-\tfrac12\langle[X,[H,X]]\rangle=-\tfrac12a^2 .$$

The middle step follows by expanding the double commutator as $2XHX-X^2H-HX^2$ and inserting a complete set. The last uses $[X,-i\mathbf a\cdot\mathbf p]=a^2$.

If the negative-energy states were omitted, a potential without any field would appear to lower the energy by about $\frac12a^2$. They are needed for gauge invariance even in the nonrelativistic limit.

For the 1s state of a hydrogen-like ion, formula (4) gives the next order. Let $x=(Z/c)^2$ and take $\mathbf a$ along $z$. The nonrelativistic values are $\varepsilon=-\frac12Z^2$, $\langle p^2\rangle=Z^2$ and $\langle-V\rangle=Z^2$. Then

$$\|2a\,p_z\varphi\|^2=\tfrac43a^2Z^2,\qquad \langle\xi|\varepsilon+\tfrac12p^2-V|\xi\rangle=a^2Z^2\big(-\tfrac12+\tfrac12+1\big)=a^2Z^2 .$$

The two corrections are $a^2Z^2/(6c^2)$ and $a^2Z^2/(4c^2)$. Relative to $\frac12a^2$ they are $x/3$ and $x/2$, so $S_-\approx\frac12a^2(1-\frac56x)$.

The numerical check takes $Z=1$, with $x=5.325\times10^{-5}$, and $\frac12a^2=1$ eV. The prediction is $1-\frac56x=0.999956$ eV. The explicit sums give $0.999956$ eV from the negative-energy states and $-0.999956$ eV from the positive-energy ones.

### (i) Hydrogen-like 1s state in a uniform field

*Take $\mathbf A=\frac12\mathbf B\times\mathbf r$, with $\mathbf B$ along $z$ and spin up. Find the diamagnetic energy and its leading correction.*

**Solution.** The nonrelativistic state is $\varphi=(Z^3/\pi)^{1/2}e^{-Zr}$ times the spin-up spinor. Its radial moments are

$$\langle r^k\rangle=4Z^3\int_0^\infty r^{k+2}e^{-2Zr}dr=\frac{4Z^3\,(k+2)!}{(2Z)^{k+3}},\qquad \langle r\rangle=\frac3{2Z},\quad\langle r^2\rangle=\frac3{Z^2}.$$

Since $A^2=\frac14B^2r^2\sin^2\theta$ and the angular average of $\sin^2\theta$ is $\frac23$,

$$\langle A^2\rangle=\frac{B^2}{6}\langle r^2\rangle=\frac{B^2}{2Z^2},\qquad \tfrac12\langle A^2\rangle=\frac{B^2}{4Z^2}.$$

*Closure correction.* Here $2\mathbf A\cdot\mathbf p=(\mathbf B\times\mathbf r)\cdot\mathbf p=BL_z$. The anticommutator is $B(L_z+\sigma_z)$, and it turns $\varphi$ into $B\varphi$. Thus $\|P_+\chi\|^2\approx B^2/(4c^2)$, which is a fraction $x/2$ of $\langle A^2\rangle$.

The same relation shows that the paramagnetic operator does not couple this 1s state to any other state at leading order. The leading part of $S_+$ vanishes, and the quadratic energy comes from $S_-$.

*Denominator correction.* Three expectation values in $\xi=\boldsymbol\sigma\cdot\mathbf A\,\varphi$ are needed. The first and the last are direct:

$$\varepsilon\|\xi\|^2=-\frac{Z^2}2\,\frac{B^2}{2Z^2}=-\frac{B^2}4,\qquad \langle\xi|-V|\xi\rangle=Z\,\frac{B^2}{4}\,\frac23\,\langle r\rangle=\frac{B^2}4 .$$

For the kinetic energy use $p^2=(\boldsymbol\sigma\cdot\mathbf p)^2$ and move $\boldsymbol\sigma\cdot\mathbf p$ past $\boldsymbol\sigma\cdot\mathbf A$:

$$\boldsymbol\sigma\cdot\mathbf p\,\xi=B\varphi-\boldsymbol\sigma\cdot\mathbf A\,\boldsymbol\sigma\cdot\mathbf p\,\varphi,\qquad \boldsymbol\sigma\cdot\mathbf p\,\varphi=iZ\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\varphi .$$

The squared norm of the first term is $B^2$. That of the second is $Z^2\langle A^2\rangle=\frac12B^2$, because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and $A^2$ multiplies the unit spinor norm. For the cross term note that $\mathbf A\cdot\hat{\mathbf r}=0$, so $\boldsymbol\sigma\cdot\mathbf A\,\boldsymbol\sigma\cdot\hat{\mathbf r}=i\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})$. The spin-up average selects the $z$ component, which is $-\frac12Br\sin^2\theta$. The cross term is therefore

$$-2B\,(iZ)(i)\,\langle-\tfrac12Br\sin^2\theta\rangle=2BZ\Big(-\frac B3\langle r\rangle\Big)=-B^2 .$$

Altogether $\|\boldsymbol\sigma\cdot\mathbf p\,\xi\|^2=B^2+\frac12B^2-B^2=\frac12B^2$, and the kinetic energy term is $\frac14B^2$. The sum of the three values is $-\frac14B^2+\frac14B^2+\frac14B^2=\frac14B^2$. Divided by $\|\xi\|^2=B^2/(2Z^2)$, it gives the mean excess of the denominators over $2c^2$, namely $\frac12Z^2$.

The value $B^2/(4Z^2)$ found above is the nonrelativistic limit of $\frac12\langle A^2\rangle$. In (4) this quantity belongs to the Dirac state, and its own relative correction of order $x$ is evaluated in (j). With $\langle A^2\rangle$ in the Dirac state, formula (4) yields

$$S_-\approx\tfrac12\langle A^2\rangle-\frac{B^2}{8c^2}-\frac{B^2}{16c^2},\qquad \frac{S_-}{\frac12\langle A^2\rangle}\approx1-\tfrac34x .\tag{5}$$

### (j) Numbers

*Evaluate these results for hydrogen at a cyclotron energy of $0.01$ eV, and follow the ratio in (5) to larger $Z$.*

**Solution.** The nucleus is a fixed point charge. In atomic units the cyclotron energy equals $B$, and the chosen value corresponds to 86.38 T. The hartree follows from $2mc^2=1\,021\,998$ eV and $c=137.036$:

$$\frac{1\,021\,998}{2\times137.036^2}\ \text{eV}=27.211\ \text{eV},\qquad \frac{B^2}4=\frac{(0.01)^2}{4\times27.211}\ \text{eV}=9.187\times10^{-7}\ \text{eV}.$$

The first-order Zeeman energy is close to $\frac12B=0.005$ eV, more than five thousand times larger. The root-mean-square radius of the Dirac 1s state is 0.91655 angstrom.

The explicit negative-energy sum is $9.18668\times10^{-7}$ eV. For comparison, $\frac12\langle A^2\rangle$ in the Dirac 1s state is $9.18705\times10^{-7}$ eV. The separate errors can be followed:

- The positive-energy share of $\|\chi\|^2$ is $2.663\times10^{-5}$, equal to $x/2$ at this precision.
- The mean denominator exceeds $2mc^2$ by 13.606 eV, which is half a hartree. Relative to $2mc^2$ this is $13.606/1\,021\,998=1.331\times10^{-5}$, or $x/4$.

Their sum is $3.994\times10^{-5}$, and the computed ratio of $S_-$ to $\frac12\langle A^2\rangle$ is $0.999960$.

The Dirac value of $\frac12\langle A^2\rangle$ also lies slightly below the nonrelativistic $9.18733\times10^{-7}$ eV. Both components of the Dirac 1s state have radial amplitudes proportional to $r^{\gamma-1}e^{-Zr}$, with $\gamma=\sqrt{1-x}$, and the angular density is uniform. The radial density, including the factor $r^2$, is proportional to $r^{2\gamma}e^{-2Zr}$, so $\langle r^2\rangle=\Gamma(2\gamma+3)/[\Gamma(2\gamma+1)(2Z)^2]=(2\gamma+2)(2\gamma+1)/(4Z^2)$. Therefore

$$\frac{\langle r^2\rangle}{3/Z^2}=\frac{(2\gamma+2)(2\gamma+1)}{12}\approx\frac{(4-x)(3-x)}{12}\approx1-\tfrac7{12}x .$$

This contraction is separate from the error of the closure argument, which compares both sides in the same state.

For heavier ions the explicit sums give:

| $Z$ | $x$ | $S_-/(\frac12\langle A^2\rangle)$ | $(1-\text{ratio})/x$ |
|---|---|---|---|
| 1 | $5.33\times10^{-5}$ | 0.99996 | 0.750 |
| 10 | 0.00533 | 0.9960 | 0.748 |
| 20 | 0.0213 | 0.9842 | 0.742 |
| 40 | 0.0852 | 0.9383 | 0.724 |

The last column approaches the predicted $\frac34$ as $x$ decreases. At $Z=40$ the closure value is too large by about 6 percent of itself. The positive-energy sum there is $-0.0039$ times the negative-energy sum: small, as expected from (i), but not zero. The matrix elements of $W$ between the 1s state and the other positive-energy states vanish at leading order and begin at relative order $x$. They enter $S_+$ squared, so $S_+/S_-$ is of order $x^2$. At $Z=40$, $x^2=0.0073$, and the ratio is about half of that in magnitude.

### (k) When the closure value fails

*Can the result be applied to the vector potential of a point nuclear magnetic dipole?*

**Solution.** That potential is proportional to $\boldsymbol\mu\times\mathbf r/r^3$, where $\boldsymbol\mu$ is the nuclear moment, so $A^2\propto\sin^2\theta/r^4$. A nonrelativistic s state has a finite density at the nucleus, and near the origin

$$\langle A^2\rangle\propto\int_0\frac{r^2\,dr}{r^4}=\int_0\frac{dr}{r^2}=\infty .$$

The vector $\chi$ then has no finite norm. The completeness step in (c) and the bounds in (e) lose their meaning, and (2) cannot be used for the energy quadratic in the nuclear moment.

The term bilinear in a uniform field and the nuclear dipole is milder. The product of the two potentials behaves as $1/r$, and its expectation value in an s state is finite. The proof in (e) still does not cover it, because it requires the regularity conditions for each potential; a separate argument is needed.

## Computed results

```
HYDROGEN 1s IN A UNIFORM FIELD
chosen cyclotron energy: 0.01 eV
same field in tesla: 86.38 T
speed of light c: 137.0360 atomic units
x = (Z/c)^2 for Z=1: 5.32514e-05
2 m c^2: 1021997.9 eV
rms radius of 1s: 0.91655 angstrom
first-order Zeeman energy: 0.0049999 eV
nonrelativistic B^2/4: 9.187331e-07 eV
<A^2>/2 in Dirac 1s: 9.187045e-07 eV
negative-energy sum: 9.186678e-07 eV
ratio sum/(<A^2>/2): 0.99996006
positive-energy share of closure: 2.6626e-05
that share divided by x: 0.5000
mean denominator minus 2mc^2: 13.606 eV
HYDROGEN-LIKE IONS, SAME FIELD
Z=1: x=5.32514e-05, ratio=0.999960, (1-ratio)/x=0.750
Z=10: x=5.32514e-03, ratio=0.996017, (1-ratio)/x=0.748
Z=20: x=2.13005e-02, ratio=0.984189, (1-ratio)/x=0.742
Z=40: x=8.52022e-02, ratio=0.938344, (1-ratio)/x=0.724
Z=40 positive sum / negative sum: -3.9e-03
HYDROGEN 1s, CONSTANT VECTOR POTENTIAL
chosen a^2/2: 1.00 eV
negative-energy sum: 0.999956 eV
positive-energy sum: -0.999956 eV
(1 - negative sum/(a^2/2))/x: 0.833
```
